\section*{Steady chemical-oxide thickness in an ammonia-peroxide bath}

\section{The balance}

\textsc{Q.} An ammonia-peroxide bath oxidises a wafer and dissolves the oxide at the same time. Why should the film settle at any particular thickness? I could equally imagine it growing without end, or disappearing.

\textsc{A.} In the model below the film disappears if oxidation is too weak, and it grows without end only if the bath dissolves no oxide at all. Let us write the balance and see what decides. Let $x$ be the oxide thickness, averaged over the surface. Peroxide oxidises the wafer beneath the film, and the film obstructs this. I take the oxidation to be exponentially self-limiting: the rate at which it adds thickness is
\begin{equation}
F(x)=R_0\,e^{-x/L}.
\label{eq:growth}
\end{equation}
Here $R_0$ is the rate extrapolated to zero thickness, and $L$ is the thickness over which the rate falls by a factor $e$. The alkaline bath dissolves oxide at a constant rate $k>0$, which acts at the outer surface and does not depend on how much oxide lies below. Both $R_0$ and $k$ are in oxide thickness per time. While a film is present,
\begin{equation}
\frac{dx}{dt}=R_0\,e^{-x/L}-k ,\qquad x>0 .
\label{eq:balance}
\end{equation}

\textsc{Q.} Where does the exponential come from?

\textsc{A.} It is an assumption of the model, and nothing below proves it. I also assume that $R_0$, $L$ and $k$ stay constant, which requires a steady temperature and composition and no limit from transport through the liquid. The film is treated as laterally uniform. Below a nanometre, where a film is only a few atoms thick, $x$ is best read as the amount of oxide per area divided by the oxide density.

\textsc{Q.} Your equation would carry $x$ below zero if $k$ were large.

\textsc{A.} That is why it is restricted to $x>0$. On a bare surface the bath cannot dissolve more oxide than is being formed, so there the net rate is
\begin{equation}
\left.\frac{dx}{dt}\right|_{x=0}=\max(R_0-k,\,0).
\label{eq:bare}
\end{equation}
If $R_0>k$, a film starts to grow. If $R_0\le k$, each bit of oxide is removed as it forms and the surface stays bare.

\section{The steady film}

\textsc{Q.} Then take $R_0>k$. What is the steady thickness?

\textsc{A.} Set the right-hand side of \eqref{eq:balance} to zero, divide by $R_0$, and take the logarithm:
\begin{align}
R_0\,e^{-x_s/L}&=k, \nonumber\\
-\frac{x_s}{L}&=\ln\frac{k}{R_0}, \nonumber\\
x_s&=L\ln\frac{R_0}{k}.
\label{eq:steady}
\end{align}
The logarithm is positive because $R_0>k$. There is no second root, because $F(x)$ falls strictly with $x$ and can equal $k$ at one thickness at most.

\textsc{Q.} A root of the rate need not be a place where the film ends up.

\textsc{A.} Here the sign of the rate settles it. For $x<x_s$ the oxidation rate exceeds $k$ and the film thickens; for $x>x_s$ it is below $k$ and the film thins. To find how fast a small deviation $\delta=x-x_s$ dies, expand the rate to first order. The derivative of $F$ is $-F/L$, and $F(x_s)=k$, so
\begin{equation}
\frac{d\delta}{dt}\simeq F'(x_s)\,\delta=-\frac{k}{L}\,\delta
\quad\Rightarrow\quad
\delta\propto e^{-t/\tau},\qquad \tau=\frac{L}{k}.
\label{eq:tau}
\end{equation}

\textsc{Q.} It is odd that $R_0$ has dropped out. Surely a stronger oxidant restores the film faster?

\textsc{A.} A larger $R_0$ moves the steady state to a thicker film, where the oxidation rate is again $k$. For an exponential, the slope is fixed by the value, so it is again $-k/L$. Another continuous, strictly falling law $F(x)$ that starts above $k$ and ends below it would also give one stable thickness, from $F(x_s)=k$. The logarithm in \eqref{eq:steady} and the value $\tau=L/k$ belong to the exponential law. Whether $R_0$ drops out of $\tau$ depends on the law chosen. For $F=1/(1/R_0+x/B)$ with a fixed constant $B$, the slope is $-F^2/B$, so $\tau=B/k^2$ and $R_0$ is again absent. For $F=R_0/(1+x/L)^2$ it remains: $\tau=(L/2k)\sqrt{R_0/k}$.

\textsc{Q.} Give me numbers.

\textsc{A.} I choose round model parameters, not data for a particular wafer: $L=0.15$~nm, $R_0=40$~nm/min and $k=0.2$~nm/min. Then $R_0/k=200$ and
\begin{equation}
x_s=0.15\times\ln 200=0.15\times5.298=0.79\ \text{nm}\quad(7.9\ \text{\AA}),
\end{equation}
while $\tau=0.15/0.2=0.75$~min. I keep further digits below where they are needed to follow small differences within the model; they are not a claim about a real film.

\section{The whole history}

\textsc{Q.} The relaxation time holds for small deviations. A clean wafer starts with no oxide, far from the steady state.

\textsc{A.} The full equation can be solved. Define $u=e^{x/L}$ and $r=R_0/k$. By the chain rule, and with $e^{-x/L}=1/u$,
\begin{align}
\frac{du}{dt}&=\frac{u}{L}\,\frac{dx}{dt}
=\frac{u}{L}\left(\frac{R_0}{u}-k\right) \nonumber\\
&=\frac{R_0-ku}{L}
=\frac{k}{L}\left(\frac{R_0}{k}-u\right)
=\frac{r-u}{\tau}.
\label{eq:linear}
\end{align}
This is linear. Since $r$ is constant, $u-r$ obeys $d(u-r)/dt=-(u-r)/\tau$ and decays as $e^{-t/\tau}$. With initial thickness $x_0$ and $u_0=e^{x_0/L}$,
\begin{equation}
u(t)=r+(u_0-r)\,e^{-t/\tau},
\label{eq:u}
\end{equation}
and $x=L\ln u$ gives
\begin{equation}
x(t)=L\ln\!\left[r+\left(e^{x_0/L}-r\right)e^{-t/\tau}\right].
\label{eq:history}
\end{equation}
For $r>1$ this holds at all later times. As $t\to\infty$ the bracket tends to $r$, so $x\to L\ln r=x_s$ from every starting thickness. The difference $u-r$ keeps its sign, so the film does not overshoot.

\textsc{Q.} Show me a bare start beside a start from a thick film.

\textsc{A.} Equation \eqref{eq:history} gives these thicknesses for $x_0=0$ and $x_0=1.5$~nm:
\begin{center}
\begin{tabular}{ccc}
$t$ (min) & from bare (nm) & from 1.5 nm (nm)\\
0.1 & 0.488 & 1.480\\
1 & 0.749 & 1.304\\
2 & 0.784 & 1.117\\
4 & 0.794 & 0.858\\
10 & 0.795 & 0.795
\end{tabular}
\end{center}

\textsc{Q.} The bare wafer has more than half its film after six seconds, but the thick film takes minutes. Why are the two so different?

\textsc{A.} The two rates have very different sizes away from balance. On a nearly bare surface oxidation runs at up to 40~nm/min. A thick film can lose oxide no faster than $k$. Writing \eqref{eq:balance} as $dx/dt=-k(1-r/u)$ shows that it thins at nearly $k$ as long as $u\gg r$. At 1.5~nm, $r/u=200/e^{10}=0.009$, and the net rate is $-0.198$~nm/min.

The arrival times follow from \eqref{eq:u}. Suppose we ask when $x$ comes within $d$ of $x_s$. From a bare start, with $d<x_s$, the target is $x=x_s-d$, or $u=re^{-d/L}$. Since $u_0=1$,
\begin{align}
re^{-d/L}&=r-(r-1)e^{-t/\tau}, \nonumber\\
e^{-t/\tau}&=\frac{r\,(1-e^{-d/L})}{r-1}, \nonumber\\
t_{\text{bare}}&=\tau\ln\frac{r-1}{r\,(1-e^{-d/L})}.
\label{eq:tbare}
\end{align}
From a film with $x_0>x_s+d$ the target is $u=re^{d/L}$, and the same steps give
\begin{align}
re^{d/L}-r&=(u_0-r)e^{-t/\tau}, \nonumber\\
t_{\text{thick}}&=\tau\ln\frac{u_0-r}{r\,(e^{d/L}-1)}.
\label{eq:tthick}
\end{align}
For $d=0.01$~nm these are
\begin{align}
t_{\text{bare}}&=0.75\,\ln\frac{199}{200\times0.0645}=2.05\ \text{min},\\
t_{\text{thick}}&=0.75\,\ln\frac{21826}{200\times0.0689}=5.53\ \text{min}.
\end{align}
When $u_0\gg r$, we have $\ln[(u_0-r)/r]\simeq x_0/L-\ln r=(x_0-x_s)/L$. Multiplied by $\tau=L/k$, this contributes $(x_0-x_s)/k$ to $t_{\text{thick}}$: the time to dissolve the excess at rate $k$. Here it is $(1.5-0.795)/0.2=3.5$~min, and the final exponential approach supplies the remaining 2.0~min.

\textsc{Q.} What if the bath oxidises but does not dissolve? Your $r$ becomes infinite.

\textsc{A.} The combination in \eqref{eq:u} stays finite. From a bare start,
\begin{align}
u&=\frac{R_0}{k}\left(1-e^{-kt/L}\right)+e^{-kt/L} \nonumber\\
&\longrightarrow\ \frac{R_0}{k}\,\frac{kt}{L}+1
=1+\frac{R_0t}{L}\qquad(k\to0),
\end{align}
because $1-e^{-kt/L}\to kt/L$ at fixed $t$. Hence $x=L\ln(1+R_0t/L)$. Growth becomes ever slower but has no ceiling. After 10~min the thickness would be $0.15\ln(1+40\times10/0.15)=1.18$~nm, against 0.79~nm with dissolution. With the exponential law, self-limitation alone therefore only slows the film; dissolution is what gives it a steady thickness. The slowing is strong, however: at late times each tenfold increase in time adds only $L\ln10=0.35$~nm, and after 10~min the rate is 0.015~nm/min. A film that looks nearly saturated over a cleaning step is therefore not by itself evidence of a balance with dissolution.

\section{What the thickness reveals, and what it hides}

\textsc{Q.} If the thickness depends on two rates, it should be sensitive to the bath recipe.

\textsc{A.} It is sensitive to the logarithm of their ratio. Multiply $R_0$ by a factor $f$ and \eqref{eq:steady} becomes
\begin{equation}
L\ln\frac{fR_0}{k}=x_s+L\ln f .
\end{equation}
Multiplying $k$ by $f$ gives $x_s-L\ln f$ instead. Both results require that oxidation of the bare surface still outruns dissolution after the change. In the example, doubling $R_0$ adds $0.15\ln2=0.104$~nm, and doubling $k$ removes the same amount.

For small changes in all three parameters, differentiate $x_s=L\ln r$ and divide by $x_s$:
\begin{equation}
\frac{\delta x_s}{x_s}=\frac{\delta L}{L}
+\frac{1}{\ln r}\left(\frac{\delta R_0}{R_0}-\frac{\delta k}{k}\right).
\end{equation}
With $\ln r=5.3$, a given small fractional error in $R_0$ or $k$ matters 5.3 times less than the same fractional error in $L$. If the three errors are independent and of equal fractional size, the uncertainty in $L$ therefore dominates; a rate known much less well than $L$ can still matter more. Independence can fail, because $R_0$ is extrapolated with the help of $L$. If the measured quantity is the rate $F_m$ at a thickness $x_m$, then $R_0=F_me^{x_m/L}$ and $x_s=x_m+L\ln(F_m/k)$, so a fractional error in $L$ enters with the weight $(x_s-x_m)/x_s$ instead of 1. In the example this is 0.37 for $x_m=0.5$~nm and 0.12 for $x_m=0.7$~nm, against $1/\ln r=0.19$ for the rates.

\textsc{Q.} So a constant thickness tells me that the bath has stopped consuming the wafer?

\textsc{A.} No. The thickness is constant because formation and dissolution are equal, not because they are zero. Let each unit of oxide thickness formed consume a thickness $g$ of wafer. From \eqref{eq:balance}, the oxide formation rate is $F=dx/dt+k$. Integrating from 0 to $t$ gives the wafer loss
\begin{equation}
W(t)=g\int_0^t F\,dt'
=g\left[x(t)-x_0+kt\right],
\label{eq:loss}
\end{equation}
valid while the film exists. The first two terms are the oxide gained, and the last is the oxide dissolved. In the steady state the wafer recedes at the rate $gk$.

Take $g=0.45$, again a round choice. The steady recession is $0.45\times0.2=0.09$~nm/min. In 10~min the loss from a bare start is
\begin{equation}
W=0.45\,(0.795-0+2)=1.26\ \text{nm},
\end{equation}
and from the 1.5~nm film it is
\begin{equation}
W=0.45\,(0.795-1.5+2)=0.58\ \text{nm}.
\end{equation}
The second wafer loses less in the bath because part of the dissolved oxide was already there at the start.

\textsc{Q.} Could two baths leave the same film and yet consume the wafer differently?

\textsc{A.} Yes. Double both $R_0$ and $k$ at fixed $L$. Their ratio, and hence $x_s$, is unchanged, but the steady recession $gk$ doubles and $\tau=L/k$ halves. A measurement of the final thickness cannot distinguish these baths; a measurement of recession can.

\section{When oxidation is too weak}

\textsc{Q.} Now let the peroxide run down until $R_0<k$. Your formula returns a negative thickness.

\textsc{A.} Then it no longer describes a film. For every $x>0$ we have $F(x)<R_0<k$, so the rate in \eqref{eq:balance} is negative at every thickness and has no root. An existing film shrinks at least as fast as $k-R_0$ and is gone in a finite time. Equation \eqref{eq:history} remains valid until then. The film vanishes when $x=0$, that is, when $u=1$:
\begin{align}
1&=r+(u_0-r)e^{-t_{\text{strip}}/\tau}, \nonumber\\
t_{\text{strip}}&=\tau\ln\frac{u_0-r}{1-r},\qquad r<1 .
\label{eq:strip}
\end{align}
The argument exceeds one because $u_0>1$, so the time is positive.

Keep $k$ and $L$, lower $R_0$ to 0.1~nm/min, and start from the previous steady film, for which $u_0=200$. Now $r=0.5$. The steady formula would give $0.15\ln0.5=-0.104$~nm, which is not a thickness. The film is stripped after
\begin{equation}
t_{\text{strip}}=0.75\,\ln\frac{200-0.5}{1-0.5}=4.49\ \text{min}.
\end{equation}

\textsc{Q.} And after that the wafer is safe, since there is no oxide left to dissolve?

\textsc{A.} Oxide still forms at the rate $R_0$ and is removed as it forms, so recession continues at $gR_0=0.45\times0.1=0.045$~nm/min. For a total time $T>t_{\text{strip}}$, use \eqref{eq:loss} up to stripping, where $x=0$, and add the bare period:
\begin{equation}
W=g\left[kt_{\text{strip}}-x_0+R_0(T-t_{\text{strip}})\right].
\end{equation}
For $T=10$~min this is $0.45\,(0.898-0.795+0.551)=0.294$~nm, against $gkT=0.90$~nm for the same starting film in the undepleted bath. The figure assumes that dissolution keeps the rate $k$ down to $x=0$, where less than one atomic layer is left. If it falls off there as $k(1-e^{-x/\epsilon})$ with $\epsilon=0.1$~nm, the loss is 0.22~nm and 0.046~nm of oxide remains.

\textsc{Q.} That is less than in the healthy bath. Are you recommending depleted peroxide?

\textsc{A.} No. The model counts wafer lost through oxidation followed by dissolution. It leaves out direct attack by the alkaline liquid on a bare surface, and a depleted bath is where that omission matters, because the film no longer separates the two. If direct attack leaves the oxidation rate unchanged, its loss must be added to the 0.294~nm. The model predicts that protection is lost; it does not predict the full damage that follows.

\textsc{Q.} One case remains: $R_0=k$.

\textsc{A.} Then $r=1$, and \eqref{eq:u} gives
\begin{equation}
u-1=(u_0-1)e^{-t/\tau}.
\end{equation}
A film decays towards zero but does not reach it in finite time, in agreement with the divergence of \eqref{eq:strip} as $r\to1$ from below. With $R_0=k=0.2$~nm/min and the same initial film, the thickness after 10~min is $5\times10^{-5}$~nm. This is far below atomic size, so as a film it has no physical meaning; at most it stands for a minute average coverage. In the equations the steady thickness falls continuously to zero as $R_0$ approaches $k$ from above. The picture of a uniform film fails before that point: at $R_0/k=2$ the steady thickness is only $L\ln2=0.104$~nm, less than one atomic layer of oxide.

Numerical values quoted here were computed with a short program.
